# Why cobalt-like leads lose the Delta5 leak, and what leakage remains

## The situation

A magnetic tunnel junction has two ferromagnetic layers separated by about a nanometre of MgO. Its resistance is low when the two moments are parallel (P) and high when they are antiparallel (AP). The contrast is large because crystalline MgO attenuates electron states of different symmetry at different rates. States of class $\Delta_1$, unchanged by the rotations and reflections about the layer normal, decay slowly. The doublet $\Delta_5$, which transforms like $(x,y)$, decays faster.

Along the normal, iron has majority Fermi states of both classes. In body-centered-cubic (bcc) cobalt one more electron per atom has filled the majority $d$ bands, and only $\Delta_1$ remains. In both metals the minority spin has $\Delta_5$ states but no $\Delta_1$. These band facts are inputs here. Why should the missing majority $\Delta_5$ band make cobalt the stronger filter, and how much does it gain?

For electrons travelling exactly along the normal, the AP current of cobalt vanishes. Oblique electrons keep a leak that cobalt shares with iron. The gain therefore depends on which leak is larger.

## The model

Layers are numbered $n$, with spacing $a$, and layers $1$ to $N$ form the barrier. The in-plane wavevector $k$ is in units of $1/a$, energies are measured from the Fermi level, and transport is coherent at that energy. Each layer cell has one $\Delta_1$ orbital and two $\Delta_5$ orbitals. Hopping between layers is $-t_1$ or $-t_5$, the same in leads and barrier. At $k=0$ a band with bottom $\epsilon$ obeys

$$\epsilon+2t-2t\cos q=0,\qquad \cos q=1+\frac{\epsilon}{2t}.$$

If $|\cos q|<1$ the channel is open. If the bottom lies above the Fermi level, $q$ is imaginary and the wave decays by $e^{-\kappa}$ per layer, with $\cosh\kappa=1+\epsilon/2t$. The band is $4t$ wide, so its top lies at $\epsilon+4t$. If the top lies below the Fermi level, $\cos q<-1$ and the channel is closed as well.

The parameters are round values in the regime of a 1 nm MgO junction: $a=0.21$ nm, $t_1=2.0$ eV, $t_5=0.6$ eV. The band bottoms are:

- barrier: 1.0 eV ($\Delta_1$) and 1.2 eV ($\Delta_5$);
- lead $\Delta_1$: $-1.5$ eV (majority) and $+0.8$ eV (minority);
- minority $\Delta_5$: $-0.6$ eV.

The majority $\Delta_5$ band ends at $+0.4$ eV in the "Fe-like" lead and at $-0.3$ eV in the "Co-like" lead. Everything else is held equal, so any difference comes from this band. Real iron, and the minority spin of bcc cobalt, also have Fermi states of other classes ($\Delta_2$, $\Delta_{2'}$), which are left out.

## Why the classes do not mix at $k=0$

Let $D(g)$ represent the eight fourfold symmetry operations. If $H$ commutes with every $D(g)$, it commutes with the projectors $P_\Lambda$ onto the classes, which are linear combinations of the $D(g)$. So does $G=(E-H)^{-1}$, and for $\Lambda\neq\Lambda'$

$$P_\Lambda GP_{\Lambda'}=GP_\Lambda P_{\Lambda'}=0 .$$

A wave of one class never emerges in another. This needs symmetric interfaces and no spin-orbit coupling. Collinear moments are needed only to keep the two spin channels separate.

## First contribution: one class tunnelling alone

Set $s=\sinh\kappa$ and $e_{L,R}=e^{iq_{L,R}}$. With equal hopping everywhere, each lead wave can be continued one layer into the barrier. On the right, $\psi_N=\tau$ and $\psi_{N+1}=\tau e_R$. The barrier solution with these values is

$$\psi_n=\frac{\tau}{s}\left[\sinh((N+1-n)\kappa)-e_R\sinh((N-n)\kappa)\right].$$

On the left, $\psi_n=e^{iq_Ln}+re^{-iq_Ln}$ holds at $n=0$ and $1$. The reflected part cancels in

$$\psi_1-e_L^{-1}\psi_0=2i\sin q_L .$$

Inserting the barrier solution makes the left side $-e_L^{-1}\tau D$, with

$$D=\frac{\sinh((N+1)\kappa)-(e_L+e_R)\sinh(N\kappa)+e_Le_R\sinh((N-1)\kappa)}{s}.$$

Hence $|\tau|=2\sin q_L/|D|$. The current is proportional to $t\,\mathrm{Im}(\psi_n^*\psi_{n+1})$, which is $t\sin q_L$ for the incident wave and $t|\tau|^2\sin q_R$ for the transmitted one. Their ratio is

$$T=\frac{4\sin q_L\sin q_R}{|D|^2}.$$

If the right lead is closed, $e_R$ is a real decay factor. Then $\psi_n^*\psi_{n+1}$ is real there and $T=0$.

For a thick barrier, $\sinh(m\kappa)\simeq e^{m\kappa}/2$ gives

$$D\simeq\frac{e^{(N+1)\kappa}}{2s}(1-e_Le^{-\kappa})(1-e_Re^{-\kappa}).$$

Since $|1-e^{iq-\kappa}|^2=2e^{-\kappa}(\cosh\kappa-\cos q)$,

$$T\simeq B_LB_Re^{-2\kappa N},\qquad B=\frac{2\sinh\kappa\,\sin q}{\cosh\kappa-\cos q}.$$

For $\Delta_1$, $\cosh\kappa_1=1.25$, so $\kappa_1=0.693$ and $\sinh\kappa_1=0.75$. The majority lead has $\cos q=0.625$ and $\sin q=0.781$, hence $B_{\rm maj}=1.5\times0.781/0.625=1.87$. Five layers (1.05 nm) give $T=1.87^2\times2^{-10}=3.4\times10^{-3}$. This channel carries nearly all the P current.

## Second contribution: the direct $\Delta_5$ leak

In the AP state, majority electrons must enter minority states, and the reverse. At $k=0$ the $\Delta_1$ channel is closed on one side. The $\Delta_5$ channel is open on both sides only if the majority lead has $\Delta_5$ states. With two orbitals and two spins,

$$T_{\rm AP}(0)=4T_5\ \text{(Fe-like)},\qquad T_{\rm AP}(0)=0\ \text{(Co-like)} .$$

The zero holds for every thickness. The cobalt minority electrons do pass into the barrier as $\Delta_5$ waves, but find no state to enter on the far side and are reflected.

For the barrier, $\cosh\kappa_5=2$, so $\kappa_5=1.317$ and $\sinh\kappa_5=1.732$. The interface factors are 0.968 (majority, $\cos q=-0.667$) and 2.00 (minority, $\cos q=0.5$). For five layers,

$$T_5=0.968\times2.00\times1.91\times10^{-6}=3.7\times10^{-6}.$$

The Fe-like AP transmission is $1.48\times10^{-5}$, or $4.3\times10^{-3}$ of the P value.

Moving the top of the majority $\Delta_5$ band shows the cause directly. With the top at $+0.20$, $+0.05$ and $-0.05$ eV, $T_{\rm AP}(0)$ is $1.03\times10^{-5}$, $5.1\times10^{-6}$ and 0. Near the edge $\sin q\simeq\sqrt{E_{\rm top}/t_5}$, so lowering the top by a factor of four halves the leak before it disappears.

## Third contribution: mixing at oblique incidence

At $k\neq0$ the fourfold symmetry no longer protects the classes. The simplest coupling linear in $k$ is placed inside each lead layer, with magnitude $w=2V\sin k\simeq2Vk$ and $V=0.1$ eV. In a bcc crystal with $d$ orbitals it would sit in diagonal hops between layers.

A majority $\Delta_1$ electron can now cross the barrier in the slow $\Delta_1$ channel and turn into $\Delta_5$ inside the minority lead. Let $j=n-N$. To lowest order its $\Delta_1$ wave there is $\tau e^{-\lambda j}$, with $\cosh\lambda=1.2$ and $\lambda=0.622$. The thick-barrier $D$ with $e_R=e^{-\lambda}$ gives

$$|\tau|^2=\frac{4\sinh\kappa_1\,e^{-\kappa_1}\sin q_L}{(1-e^{-\lambda-\kappa_1})^2}\,B_{\rm maj}e^{-2\kappa_1N}.$$

This wave drives the $\Delta_5$ amplitude $\chi_j$. Up to a constant phase,

$$t_5(\chi_{j+1}+\chi_{j-1}-2\cos q\,\chi_j)=w\tau e^{-\lambda j},\qquad j\ge1,$$

where $q$ now belongs to minority $\Delta_5$. In the barrier $\chi$ dies away from the interface, so $\chi_{-1}=e^{-\kappa_5}\chi_0$. The barrier equation at $j=0$ then requires $\chi_1=e^{\kappa_5}\chi_0$.

Choose the undriven solution $u_j=\sin(qj+\delta)$ with the same property, $\sin(q+\delta)=e^{\kappa_5}\sin\delta$, or

$$\tan\delta=\frac{\sin q}{e^{\kappa_5}-\cos q}.$$

Multiply the driven equation by $u_j$ and sum from 1 to $J$. Because $u$ solves the undriven equation, the left side telescopes to $t_5(W_J-W_0)$, with $W_j=u_j\chi_{j+1}-u_{j+1}\chi_j$. The shared boundary condition makes $W_0=0$. Far inside the lead $\chi_j=Ce^{iqj}$, and expanding the sines gives $W_J=-C\sin q\,e^{-i\delta}$. Therefore

$$|C|=\frac{w|\tau|S}{t_5\sin q},\qquad S=\sum_{j\ge1}e^{-\lambda j}\sin(qj+\delta)=\mathrm{Im}\frac{e^{i\delta}z}{1-z},$$

with $z=e^{iq-\lambda}$. Dividing the outgoing current $t_5|C|^2\sin q$ by the incident $t_1\sin q_L$ gives $T=B_{\rm maj}\,b\,k^2e^{-2\kappa_1N}$, where

$$b=\frac{16V^2\sinh\kappa_1\,e^{-\kappa_1}S^2}{t_1t_5\sin q\,(1-e^{-\lambda-\kappa_1})^2}.$$

Here $q=1.047$, $\delta=0.262$ and $S=0.591$, so

$$b=\frac{0.16\times0.75\times0.5\times0.349}{1.2\times0.866\times0.535}=0.0376 .$$

The other AP spin channel is the mirror image and contributes equally.

This leak is small in $k$, but it decays at the slow $\Delta_1$ rate. It does not need majority $\Delta_5$ states, so both leads have it. An incoming Fe-like $\Delta_5$ electron that uses the slow channel must convert at both interfaces. That costs $k^4$ and does not alter the leading order.

## Summing over directions

In-plane hopping $t_1$ raises the barrier $\Delta_1$ band by about $t_1k^2$. Then $2\cosh\kappa_1(k)=2\cosh\kappa_1+k^2$, and to first order in $k^2$

$$\kappa_1(k)\simeq\kappa_1+\frac{k^2}{2\sinh\kappa_1}.$$

The transmission is weighted by $e^{-Nk^2/\sinh\kappa_1}$. In two dimensions a weight $e^{-\alpha k^2}$ has $\langle k^2\rangle=1/\alpha$, here $\sinh\kappa_1/N$. With $G_P\propto B_{\rm maj}^2$ and $G_{\rm AP}\propto2B_{\rm maj}b\langle k^2\rangle$,

$$\frac{G_P}{G_{\rm AP}}\to\frac{B_{\rm maj}N}{2b\sinh\kappa_1}=33\,N .$$

The growth is linear, not exponential: a thicker barrier narrows the beam around the normal but does not remove the mixing.

The direct leak has its own angular width. The barrier $\Delta_5$ band has in-plane hopping $t_5$, so the same argument gives $\langle k^2\rangle=\sinh\kappa_5/N$. The weight $e^{-\alpha k^2}$ integrates to $\pi/\alpha=\pi\langle k^2\rangle$ over the plane. With lead $\Delta_5$ bands taken flat in the plane, the direct leak's share of the summed current exceeds its share at $k=0$ by a factor that tends to $\sinh\kappa_5/\sinh\kappa_1=2.31$ for thick barriers. Used as an estimate at five layers, this gives $2.31\times4.3\times10^{-3}=9.9\times10^{-3}$. Each further layer multiplies it by $e^{-2(\kappa_5-\kappa_1)}=0.287$.

## Weighing the two leaks

The full three-orbital layer equations were solved numerically and summed over $k$ by Gauss–Legendre quadrature. The last column adds the direct-leak estimate to the Co-like result.

| $N$ | $G_{\rm AP}/G_P$, Co-like | Fe-like | Estimate for Fe-like |
|---|---|---|---|
| 3 | 0.0037 | 0.145 | 0.124 |
| 4 | 0.0040 | 0.042 | 0.039 |
| 5 | 0.0038 | 0.0143 | 0.0138 |
| 6 | 0.0036 | 0.0065 | 0.0064 |
| 8 | 0.0030 | 0.0033 | 0.0033 |

The estimate is within about 4% of the full result from five layers on. At three layers it is 14% low.

With ${\rm TMR}=(G_P-G_{\rm AP})/G_{\rm AP}$, five layers give about 26,000% (Co-like) and 6,900% (Fe-like). The AP conductances differ by a factor of 41 at three layers, 3.7 at five and 1.08 at eight. Closing the majority $\Delta_5$ band therefore helps most in thin barriers. The size of the gain there depends on the lead $\Delta_5$ bands being flat in the plane, as assumed throughout. If they rise away from the normal, the Co-like majority band reaches the Fermi level at oblique incidence. With the barrier's in-plane hopping of 0.6 eV in the leads, the factors fall from 41 to 6.5 at three layers and from 3.7 to 2.5 at five. Bands that fall at the same rate also reduce them, to 20 and 3.0.

It also helps most when mixing is weak. Raising $V$ to 0.3 eV at five layers lowers the TMR to about 3,000% and 2,200%, and the AP conductances then differ by only 1.34.

The linear law is a thick-barrier limit. At 160 layers, far beyond any device, it predicts $G_P/G_{\rm AP}=5310$ against a computed 5350, and the two leads have equal AP conductance to four digits. At five layers it predicts a leak of $6.0\times10^{-3}$, against the computed $3.8\times10^{-3}$. There the typical $k$ is $\sqrt{0.75/5}=0.39$, no longer small. The main correction comes from the minority lead: its $\Delta_1$ band rises with $k$, so $\lambda$ grows and the tail in which conversion takes place shortens. Holding that band flat in the plane raises the leak to $5.7\times10^{-3}$. Holding the majority $\Delta_1$ band flat instead, so that it does not close near $k=0.9$, raises it only to $4.1\times10^{-3}$.

## What the model leaves out

The following leaks are for the Co-like junction with five layers, relative to the P value. The mixing leak, for comparison, is $3.8\times10^{-3}$.

**Thermal smearing.** At 300 K, holes reach the $\Delta_5$ band 0.3 eV below the Fermi level with very small probability. Averaging $T_{\rm AP}(0)$ over the thermal window gives $1.8\times10^{-9}$, which is negligible. A bias of 0.3 V brings the same band into play without thermal help.

**Spin-orbit coupling.** A coupling of 0.07 eV, a rough $3d$ value, was added in both leads with $d$-type matrix elements and moments along the normal. The leak at $k=0$ stayed zero to rounding. The reason is a second selection rule. A quarter turn of orbit and spin together conserves $j=m+s$ up to multiples of 4. The left lead offers $\Delta_1\!\uparrow$ with $j=\tfrac12$ and $\Delta_5\!\downarrow$ with $j=\tfrac12,-\tfrac32$. The right lead offers $\Delta_1\!\downarrow$ with $-\tfrac12$ and $\Delta_5\!\uparrow$ with $\tfrac32,-\tfrac12$. No values match. This holds for the classes kept in the model. A minority $\Delta_2$ state at the Fermi level would have $m=\pm2$, so $\Delta_2\!\downarrow$ on the left has $j=\tfrac32$ up to multiples of 4. That matches $\Delta_5\!\uparrow$ on the right and reopens a leak. Moments lying in the plane, as is common in iron and cobalt films, break this symmetry. The same coupling then gives a leak of $3.4\times10^{-3}$ at $k=0$. Summed over directions, it raises $G_{\rm AP}/G_P$ from $3.8\times10^{-3}$ to $6.4\times10^{-3}$ (Co-like, TMR about 15,500%) and from $1.4\times10^{-2}$ to $1.7\times10^{-2}$ (Fe-like). In this geometry spin-orbit coupling is comparable with the mixing leak.

**Imperfect interfaces.** A $\Delta_1$–$\Delta_5$ coupling of 0.1 eV in the two outer barrier layers, as a local loss of fourfold symmetry would produce, gives $2.2\times10^{-3}$ at $k=0$. This is comparable with the mixing leak.

**Tilted moments.** Suppose the conductance varies as the cosine of the angle between the moments, and each moment fluctuates independently with mean projection $m=0.99$, a rough room-temperature value. The mean cosine in the AP state is $-m^2$, and the added leak is about $(1-m^2)/2=1.0\times10^{-2}$. This is the largest of the effects sized here. It lowers the TMR to about 7,100% (Co-like) and 4,000% (Fe-like).

## Beside a real junction

The computed P resistance–area product is 23 $\Omega\,\mu$m² at 1.05 nm; real MgO junctions of that thickness are roughly at 10 $\Omega\,\mu$m² or somewhat below. The TMR values are far from typical: real junctions reach a few hundred percent at room temperature. Real devices break the assumptions of perfect interfaces, weak mixing and rigid moments. In the model, stronger mixing alone lowers the Co-like value from 26,000% to 3,000%, and tilting alone to 7,100%. The remaining gap is not explained here; interface disorder stronger than the case above is a plausible part of it. Bcc cobalt is also not the stable bulk phase and has to be grown as a thin film. At 0.1 V the field is 0.95 MV/cm, well below the roughly 10 MV/cm at which thin MgO breaks down.

Within this model, replacing iron by bcc cobalt raises the ratio most when the barrier is thin and the bias low. At five layers, with a linear potential drop in the barrier, the AP currents differ by 3.7 near zero bias, 3.6 at 0.3 V and 2.9 at 0.5 V. The model has no interface resonance states, which can carry much of the AP current at oblique incidence in real junctions and differ between the two metals. The fading of the gain by eight layers is therefore a result of the model, not a prediction for real devices. If the leaks simply add, the AP conductance falls by more than half only when the mixing, interface, spin-orbit and spin-fluctuation leaks together are smaller than the $\Delta_5$ leak being removed.
